The Dirac Operator K: Conservation in Central Potentials and Its Spectrum

**Theorem.** Let an electron of mass m move in a potential V that depends on r = |r| alone, with the Dirac Hamiltonian

H = c α·p + β m c² + V(r).

Put ħ = 1, L = r × p, J = L + Σ/2, and define

K = β(Σ·L + 1).

Then:

(a) [H, K] = 0;

(b) [J_i, K] = 0 for each component i;

(c) K² = J² + 1/4;

(d) the eigenvalues of K, written −κ, are +(j + 1/2) and −(j + 1/2). Both signs occur for each j = 1/2, 3/2, 5/2, …, and κ is never zero.

With ħ restored, K = β(Σ·L + ħ) and K² = J² + ħ²/4.

**Assumptions and conventions.** V is real, smooth for r > 0, and multiplies the unit matrix. The operator identities are proved on smooth four-component spinors that vanish near the origin and at large distance, so every product below is defined. What a potential singular at the origin requires in addition is stated in Remark 3. In blocks of 2 × 2 matrices, rows separated by semicolons,

β = (1, 0; 0, −1), γ5 = (0, 1; 1, 0),

Σ_i = (σ_i, 0; 0, σ_i), α_i = (0, σ_i; σ_i, 0).

Multiplying the blocks gives four facts: α_i = γ5 Σ_i; γ5 commutes with Σ_i; β commutes with Σ_i; and γ5 β = −β γ5. Repeated indices are summed.

**Lemma 1 (products and commutators).** Let A and B be vector operators that commute with Σ, though not necessarily with each other. Then

(Σ·A)(Σ·B) = A·B + iΣ·(A × B), (1)

with the order of A and B kept. Moreover

[L_i, p_j] = iε_ijk p_k, [L_i, L_j] = iε_ijk L_k. (2)

*Proof.* The Pauli matrices obey σ_iσ_j = δ_ij + iε_ijk σ_k, and so do the Σ_i. Multiplying by A_i B_j gives (1).

For (2), write L_i = ε_iab r_a p_b and use [r_a, p_j] = iδ_aj:

[L_i, p_j] = ε_iab iδ_aj p_b = iε_ijb p_b.

In the same way, [p_b, r_j] = −iδ_bj gives

[L_i, r_j] = −iε_iaj r_a = iε_ija r_a.

These two results yield

[L_x, L_y] = [L_x, z p_x − x p_z]
= [L_x, z] p_x − x [L_x, p_z]
= −i y p_x + i x p_y
= i L_z,

because L_x commutes with x and p_x. Cyclic permutation gives the other components. ∎

**Lemma 2 (the square of Σ·L).**

(Σ·L)² = L² − Σ·L. (3)

*Proof.* The components of L do not commute, so L × L is not zero. By antisymmetry of ε and by (2),

(L × L)_k = ε_kij L_i L_j
= ½ ε_kij [L_i, L_j]
= ½ ε_kij iε_ijm L_m
= i L_k,

where ε_kij ε_mij = 2δ_km. Equation (1) with A = B = L then gives (Σ·L)² = L² + iΣ·(iL), which is (3). ∎

**Lemma 3 (an anticommutator).** Let G = Σ·L + 1, so that K = βG. Then

G (Σ·p) = −(Σ·p) G. (4)

*Proof.* Apply (1) in both orders and add:

(Σ·L)(Σ·p) + (Σ·p)(Σ·L) = L·p + p·L + iΣ·(L × p + p × L).

The scalar products vanish. First,

L·p = ε_iab r_a p_b p_i = 0,

because p_b p_i is symmetric and ε_iab is antisymmetric in b and i. Next, moving p_i past r_a,

p·L = ε_iab p_i r_a p_b = ε_iab r_a p_i p_b − iε_iab δ_ia p_b = 0,

where the first term vanishes by the same symmetry and the second because ε_iib = 0.

The vector products do not cancel. Exchanging the labels j and k in the second one gives

(L × p + p × L)_i = ε_ijk (L_j p_k + p_j L_k)
= ε_ijk (L_j p_k − p_k L_j)
= ε_ijk iε_jkm p_m
= 2i p_i.

The sum is therefore iΣ·(2i p) = −2 Σ·p. The constant 1 in G contributes 1·(Σ·p) + (Σ·p)·1 = +2 Σ·p, so the anticommutator of G and Σ·p is zero. ∎

This lemma fixes the constant in K: with any number other than 1 added to Σ·L, the anticommutator would not vanish.

**Proof of (a).** The three terms of H are taken in turn.

*Kinetic term.* G commutes with γ5 and with β, since it contains only Σ and L. Hence

K α·p = βG γ5 Σ·p
= βγ5 G Σ·p
= −βγ5 Σ·p G (by Lemma 3)
= +γ5β Σ·p G (since βγ5 = −γ5β)
= γ5 Σ·p βG
= α·p K.

There are two minus signs, one from the angular factor G and one from β, and they cancel. Without β only the first is present, so G anticommutes with α·p.

*Mass term.* β commutes with G, so it commutes with K.

*Potential.* Let V(x, y, z) be any smooth real function for the moment. Since L is a first-order differential operator, [L_i, V] is multiplication by the function L_iV. Therefore

[V, K] = −β Σ·[L, V] = −β Σ·(LV), LV = −i r × ∇V. (5)

For V = V(r), the gradient is V′(r) r/r. It is parallel to r, so LV = 0 and [V, K] = 0. This completes (a). ∎

**Remark 1 (which potentials are allowed).** The kinetic and mass terms commute with K whatever V is, so (5) is the whole of [H, K] for a general V. Its vanishing requires Σ·b = 0 with b = r × ∇V real. By (1), (Σ·b)² = b², so b = 0. Then V does not change along any sphere about the origin, and V is central. Classically −r × ∇V is the torque on the particle, so K is conserved when the potential exerts no torque. For V = z² one finds

r × ∇V = (2yz, −2xz, 0).

K is then not conserved, although J_z still is, because the z component of the torque vanishes.

A central term of the form βS(r) is also allowed, since

[βS, K] = βSβG − βGβS = SG − GS = −Σ·(LS) = 0.

Rotational invariance by itself is not sufficient. The term γ5P(r) is invariant under rotations but odd under parity, and

[γ5P, K] = γ5PβG − βGγ5P = γ5PβG + γ5βGP = 2γ5P K,

which is not zero unless P is.

**Proof of (b).** From (2), and from [Σ_i/2, Σ_j] = iε_ijk Σ_k,

[J_i, Σ_jL_j] = iε_ijk Σ_k L_j + iε_ijk Σ_j L_k.

Exchanging j and k in the first term turns it into minus the second, so the sum is zero. Since β commutes with J_i, so does K. ∎

The same calculation with p in place of L shows that J_i commutes with Σ·p. It also commutes with γ5, β and V(r), and therefore with H. Thus H, K, J² and J_z commute with one another and can label states together.

**Proof of (c).** Because β commutes with G and β² = 1, Lemma 2 gives

K² = G²
= (Σ·L)² + 2Σ·L + 1
= L² − Σ·L + 2Σ·L + 1
= L² + Σ·L + 1.

On the other side, Σ·Σ = 3 and Σ commutes with L, so

J² = (L + Σ/2)² = L² + Σ·L + 3/4. (6)

Subtraction leaves K² − J² = 1/4. ∎

**Proof of (d).** On states with J² = j(j + 1), part (c) gives

K² = j(j + 1) + 1/4 = (j + 1/2)².

The eigenvalues of K can therefore be only ±(j + 1/2). Coupling l = 0, 1, 2, … to spin 1/2 produces every j = 1/2, 3/2, …, and j + 1/2 is at least 1, so zero is excluded.

It remains to show that both signs occur. Take a nonzero Φ with given j and m_j. The two vectors (j + 1/2 + K)Φ and (j + 1/2 − K)Φ add up to (2j + 1)Φ, so at least one of them is nonzero. Since K² = (j + 1/2)² on Φ, that vector is an eigenvector of K. Now

γ5K = γ5βG = −βγ5G = −Kγ5,

while γ5 commutes with J. Acting with γ5 on the eigenvector thus gives another with the same j and m_j and the opposite eigenvalue of K. It is not zero, because γ5² = 1. ∎

**Corollary (the orbital content of κ).** Write ψ = (φ, χ), where φ is the upper and χ the lower pair of components. Since β is +1 on φ and −1 on χ, the equation Kψ = −κψ reads

(σ·L + 1)φ = −κφ, (σ·L + 1)χ = +κχ.

Lemma 2 can be written L² = σ·L(σ·L + 1). Inserting the eigenvalues,

L²φ = (−κ − 1)(−κ)φ = κ(κ + 1)φ,

L²χ = (κ − 1)κχ = κ(κ − 1)χ.

Each pair has a definite orbital quantum number, l for the upper and l′ for the lower:

- κ < 0: l = −κ − 1, l′ = −κ, and j = l + 1/2;
- κ > 0: l = κ, l′ = κ − 1, and j = l − 1/2.

In both cases j = |κ| − 1/2, and l and l′ differ by one. There are 2j + 1 = 2|κ| values of m_j. The lowest cases are:

κ = −1: j = 1/2, l = 0, l′ = 1 (s1/2)
κ = +1: j = 1/2, l = 1, l′ = 0 (p1/2)
κ = −2: j = 3/2, l = 1, l′ = 2 (p3/2)
κ = +2: j = 3/2, l = 2, l′ = 1 (d3/2)
κ = −3: j = 5/2, l = 2, l′ = 3 (d5/2)
κ = +3: j = 5/2, l = 3, l′ = 2 (f5/2)

The names in brackets use the upper l. The single integer κ carries both j and l, whereas j alone does not separate s1/2 from p1/2.

**Remark 2 (γ5 does not pair energy levels).** The map γ5 joins κ to −κ in the angular structure, but it does not commute with the mass term. Moving γ5 through H gives

γ5Hγ5 = H − 2βmc².

Suppose Hψ = Eψ and also H(γ5ψ) = E′γ5ψ. Multiplying the second equation by γ5 gives (H − 2βmc²)ψ = E′ψ, hence

2mc² βψ = (E − E′)ψ.

For m > 0, ψ would have to be an eigenvector of β, with one of its pairs equal to zero. If both pairs are nonzero, γ5ψ is not an energy eigenstate. This does not forbid levels with κ and −κ from coinciding. For a point Coulomb potential the 2s1/2 (κ = −1) and 2p1/2 (κ = +1) levels have the same energy, 904.85 hartree below mc² for Z = 80, but γ5 is not the map between them.

**Remark 3 (singular potentials).** K acts on angles and spin alone, so spinors split into sectors of fixed κ and m_j, and H reduces to a radial operator in each. When V is singular at r = 0, H becomes a self-adjoint operator only after its domain, including any boundary condition at the origin, is fixed. K is conserved in the full sense if that domain is chosen separately within each sector. A boundary condition that mixed sectors could destroy the conservation law although the algebra for r > 0 is unchanged.

**Example (a bound state with Z = 80).** Consider one electron and a fixed point charge Z, in atomic units, where m = 1 and c = 1/α with α the fine-structure constant. The model omits nuclear size, recoil and radiative corrections. Let

V = −Z/r, g = √(1 − Z²α²), a = (1 − g)/(Zα),

f = r^(g−1) e^(−Zr), n = r/r, u = (1, 0),

φ = f u, χ = i a f (σ·n) u.

This is the 1s1/2 state with m_j = 1/2. To verify it, note that f′ = [(g − 1)/r − Z] f. With h = f/r,

σ·∇(h σ·r) = r h′ + 3h = f′ + 2f/r,

so that

σ·p χ = a(f′ + 2f/r)u = a[(g + 1)/r − Z]φ.

The upper equation, c σ·p χ + (c² + V)φ = Eφ, becomes

ca[(g + 1)/r − Z] + c² − Z/r = E.

The 1/r terms cancel if ca(1 + g) = Z. This holds because (1 − g)(1 + g) = Z²α². The constants give

E = c² − caZ = c² − c²(1 − g) = c²g.

For the lower equation, c σ·p φ + (−c² + V)χ = Eχ, use σ·p φ = −i f′(σ·n)u and divide by i f(σ·n)u:

−c[(g − 1)/r − Z] − a(c² + Z/r) = aE.

The 1/r terms cancel because c(1 − g) = aZ. The constants require cZ = ac²(1 + g), which is the condition already met. The factor r^(g−1) is mild enough at the origin for ψ to be square integrable, and the surface term r²|ψ| on a small sphere tends to zero, so no point source is hidden there. The second solution near the origin, which behaves as r^(−g−1), also has r²|ψ| → 0. It is excluded because it is not square integrable when g > 1/2, as is the case for Z = 80.

For Z = 80 and c = 137.036,

Zα = 80/137.036 = 0.58379, g = 0.81191, a = 0.32220.

The binding energy is

c² − E = c²(1 − g) = 18778.87 × 0.188094 = 3532 hartree = 96.1 keV.

These digits belong to the point-charge model. Spreading the charge over a uniform sphere of rms radius 5.46 fm lowers the binding energy by about 2 hartree, to 3530 hartree (96.06 keV). It also changes w and ΔL² below from 0.0940 and 0.584 to 0.0939 and 0.583. The potential is still central, so K stays exactly conserved. Recoil and radiative corrections are not included in either value.

*The value of K.* L gives zero on φ, so (σ·L + 1)φ = φ. On the lower pair, [L_i, r_j] = iε_ijk r_k gives

σ·L (σ·r)u = iε_ijk r_k σ_iσ_j u = iε_ijk r_k iε_ijm σ_m u = −2(σ·r)u.

Hence (σ·L + 1)χ = −χ, and the minus sign in β turns this into +χ. Both pairs give K = +1, so κ = −1, l = 0 and l′ = 1.

*What is not sharp.* Since |(σ·n)u|² = 1, the lower pair carries the fraction

w = a²/(1 + a²) = (1 − g)/2 = 0.0940

of the norm, where a² = (1 − g)/(1 + g) was used. L² equals 0 on the upper pair and 2 on the lower, so

⟨L²⟩ = 2w = 1 − g = 0.188,

ΔL² = 2√(w(1 − w)) = √(1 − g²) = Zα = 0.584,

where ΔL² is the standard deviation of L². The orbital angular momentum is therefore not a good quantum number of this state. Since ⟨Σ·L⟩ = −2w = −0.188, equation (6) gives ⟨J²⟩ = 0.188 − 0.188 + 0.750 = 0.750, as j = 1/2 requires.

The z components share the half unit of m_j in the same way. In the lower pair, (σ·n)u = (z, x + iy)/r. Its second entry has L_z = 1 and an angular weight of 2/3, so

⟨L_z⟩ = 2w/3 = 0.063, ⟨Σ_z/2⟩ = 1/2 − 0.063 = 0.437.

For small Zα, w approaches (Zα)²/4. The lower pair then fades and L² becomes sharp, as in the nonrelativistic description.

*The γ5 partner.* Exchanging the pairs gives a spinor with K = −1, again with ⟨J²⟩ = 0.750. Its ⟨L²⟩ is still 0.188, because γ5 commutes with L. The p-type pair is now the upper one but carries only the fraction 0.094 of the norm. Both pairs are nonzero, so by Remark 2 this spinor is not an energy eigenstate.
